# Local Loading by a Reactive Patch in a Shallow Plasma Reactor

**Q.** You say that an exposed reactive patch on a wafer starves its neighbours in a calculable way. What is being calculated, and from what equation?

**A.** The loss of neutral flux at a distance $r$ from the centre of a disc of radius $a$. The disc lies on the floor of a wide gap $0<z<H$. Reactive atoms of density $n$ are made at a uniform rate $G$, diffuse with diffusivity $D$, and are lost in the gas at a first-order rate $k$. In steady state, without gas flow,

$$D\nabla^2 n-kn+G=0 .$$

The algebra is classical and contains no $\hbar$, so it holds in atomic units or in any other consistent set. The example is in centimetres and seconds.

**Q.** Surfaces consume atoms by reaction probability, not by a diffusion law. How do they enter?

**A.** Let $\Gamma$ be the net flux into a surface and $\bar v$ the mean speed. In a gas that carries this flux, the one-sided flux striking the surface is $n\bar v/4+\Gamma/2$. A fraction $\gamma$ reacts, so $\Gamma=\gamma(n\bar v/4+\Gamma/2)$, and hence

$$\Gamma=sn,\qquad s=\frac{\gamma}{1-\gamma/2}\,\frac{\bar v}{4}.$$

This needs a mean free path small against $H$ and $a$. The ceiling has loss speed $s_1$, the floor $s_0$, and the disc $s_0+\Delta s$ with $\Delta s>0$:

$$D\partial_z n=(s_0+\Delta s\,\chi)n\ \ (z=0),\qquad -D\partial_z n=s_1n\ \ (z=H),$$

where $\chi=1$ on the disc and 0 elsewhere.

**Q.** The source $G$ is poorly known. Doesn't it spoil any prediction?

**A.** It cancels if the plasma is unchanged by the patch. Let $n_b(z)$ be the density without the patch and $\delta=n_b-n$ the deficit. Subtracting the two balances and the two floor conditions gives

$$D\nabla^2\delta=k\delta,\qquad D\partial_z\delta=s_0\delta-j\ \ (z=0),\qquad j=\Delta s\,\chi\,n(r,0).$$

The ceiling condition keeps its form. The quantity wanted is $\varepsilon(r)=\delta(r,0)/n_b(0)$. It is the fractional loss of etch rate at a small test site if that rate is proportional to the neutral flux.

**Q.** You could now average over height and write a two-dimensional equation. Why should I believe that average near a sink on the floor?

**A.** You should not, until the vertical structure has been resolved. Take normalized modes $\varphi=C\cos(\mu z-\alpha)$ that obey the conditions without $j$. At the floor, $D\mu\sin\alpha=s_0\cos\alpha$; at the ceiling, $D\mu\tan(\mu H-\alpha)=s_1$. Therefore

$$\mu_mH=m\pi+\arctan\frac{s_0}{D\mu_m}+\arctan\frac{s_1}{D\mu_m},\quad m=0,1,2,\dots$$

Project the deficit: $c_m(r)=\int_0^H\varphi_m\delta\,dz$. Two integrations by parts give

$$\int_0^H\varphi_m\partial_z^2\delta\,dz=\big[\varphi_m\partial_z\delta-\varphi_m'\delta\big]_0^H-\mu_m^2c_m .$$

The bracket vanishes at $H$, because both functions obey the same condition there. At the floor the $s_0$ terms cancel and $-j$ remains; with the minus sign of the lower limit it contributes $+\varphi_m(0)j/D$. Thus

$$\nabla_\perp^2c_m-\kappa_m^2c_m=-\frac{\varphi_m(0)}{D}\,j,\qquad \kappa_m^2=\frac kD+\mu_m^2 .$$

**Q.** Where does $K_0$ come from?

**A.** From this radial equation. The solution regular at the centre is $I_0(\kappa r)$ and the one that decays outward is $K_0(\kappa r)$. For a ring source at $r'$ the response is $I_0(\kappa r_<)K_0(\kappa r_>)$, with $r_<,r_>$ the smaller and larger radius. Its normalization follows from the identity $I_0(x)K_1(x)+I_1(x)K_0(x)=1/x$: the jump of $r\,d/dr$ across the ring is $-1$, as required. Outside the disc every source ring has $r'<r$. With $\delta(r,0)=\sum_m\varphi_m(0)c_m$ and $w_m=\varphi_m(0)^2$,

$$\delta(r,0)=\sum_m\frac{w_m}{D}K_0(\kappa_mr)\int_0^a j(r')I_0(\kappa_mr')\,r'dr',\qquad r>a .$$

**Q.** That is an infinite sum of $K_0$ functions, not one screened response.

**A.** One function is left only at a distance. For $m\ge1$ the mode equation gives $\mu_m\ge m\pi/H$, so these terms decay within $H/\pi$ or less. The lowest mode can reach much further. To find its range, set $x=\mu_0H$, $b_0=s_0H/D$, $b_1=s_1H/D$ and take the tangent of its equation:

$$\tan x=\frac{x(b_0+b_1)}{x^2-b_0b_1}.$$

For small $b$, $x^2$ is of order $b$ and $\tan x/x=1+x^2/3+\dots$. Multiplying out and keeping second order,

$$x^2+\frac{x^4}{3}-b_0b_1=b_0+b_1 .$$

Replacing $x^4$ by $(b_0+b_1)^2$ gives

$$(\mu_0H)^2=b_0+b_1-\frac{b_0^2+b_1^2-b_0b_1}{3}+O(b^3).$$

A test with $b_0=0.10$, $b_1=0.05$ confirms the order: halving both reduces the remainder by a factor 7.9, against 8 for a cubic remainder.

To leading order $\varphi_0$ is flat, so $w_0=1/H$. If also $a\ll1/\kappa_0$, then $I_0\approx1$ on the disc, and $2\pi\int_0^a j\,r'dr'=Q$ is the excess number of atoms consumed per unit time. The far response is

$$\boxed{\varepsilon(r)\simeq\frac{Q}{2\pi DH\,n_b(0)}K_0\!\left(\frac r\lambda\right),\qquad \frac1{\lambda^2}=\frac kD+\frac{s_0+s_1}{DH}}$$

Physically, $\lambda$ sets the scale of an atom's sideways diffusion before the gas, the floor or the ceiling removes it; the root-mean-square sideways displacement is $2\lambda$.

**Q.** What happens close to a very small patch? Surely the ceiling can't matter there.

**A.** It does not, to leading order. Take non-reacting plates and a point sink $Q$ on the floor. In a half-space the diffusive flow through a small hemisphere must equal $Q$, so the deficit is $Qe^{-R/\lambda}/(2\pi DR)$ at distance $R$. Reflection in both plates repeats the sink at heights $2nH$:

$$\delta(r,0)=\frac{Q}{2\pi D}\sum_{n=-\infty}^{\infty}\frac{e^{-R_n/\lambda}}{R_n},\qquad R_n=\sqrt{r^2+(2nH)^2}.$$

For $H=1$, $\lambda=3$ and $r=0.02,\ 0.5,\ 2$, the image and mode sums agree within one part in a million. For $a\ll r\ll H,\lambda$ the term $n=0$ dominates and $\delta\simeq Q/(2\pi Dr)$. At $r=0.02H$ the full response is 1.008 times this value.

So the $K_0$ law does not describe loading between micrometre features. Their separation is far below $H$, and at low pressure also below the mean free path, where diffusion itself fails.

**Q.** Your $Q$ is still unknown. The patch depletes its own supply.

**A.** Yes, and that feedback fixes $Q$. Approximate $j$ as uniform on the disc. Inside, the radial equation has the solution

$$c_m=\frac{\varphi_m(0)j}{D\kappa_m^2}\left[1-\kappa_ma\,K_1(\kappa_ma)I_0(\kappa_mr)\right].$$

The constant balances the source. The coefficient of $I_0$ matches value and slope to the outer solution $\varphi_m(0)\,j\,a\,I_1(\kappa_ma)K_0(\kappa_mr)/(D\kappa_m)$, by the identity used above. The disc average of $I_0(\kappa_mr)$ is $2I_1(\kappa_ma)/(\kappa_ma)$, so the mean floor deficit is $jZ$ with

$$Z=\sum_m\frac{w_m}{D\kappa_m^2}\left[1-2I_1(\kappa_ma)K_1(\kappa_ma)\right].$$

Averaging $j=\Delta s\,n$ over the disc gives $j=\Delta s\,[n_b(0)-jZ]$, hence

$$j=\frac{\Delta s\,n_b(0)}{1+\Delta sZ},\qquad Q=\pi a^2j .$$

Putting the uniform $j$ into the outer sum, with $\int_0^aI_0(\kappa r')r'dr'=aI_1(\kappa a)/\kappa$, yields

$$\varepsilon(r)=\frac{\Delta s}{1+\Delta sZ}\,\frac{a^2}{2D}\sum_mw_m\frac{2I_1(\kappa_ma)}{\kappa_ma}K_0(\kappa_mr).$$

**Q.** The rim is fed better than the centre, so the flux is not uniform. In which direction does this err?

**A.** It underestimates $Q$. Let $\mathcal G$ turn a flux on the disc into its floor deficit. The true flux obeys $Aj=n_b(0)$ with $A=1/\Delta s+\mathcal G$. This operator is symmetric. It is also positive: if $(\kappa^2-\nabla_\perp^2)c=f$, then $\int fc\,dA=\int(\kappa^2c^2+|\nabla_\perp c|^2)\,dA>0$ for each mode. Write $\langle f,g\rangle$ for the integral of $fg$ over the disc. The Cauchy–Schwarz inequality gives

$$\langle1,Aj\rangle^2\le\langle1,A1\rangle\langle j,Aj\rangle .$$

The left side is $[\pi a^2n_b(0)]^2$, and the right side is $\pi a^2(1/\Delta s+Z)\,n_b(0)\,Q$. Therefore

$$Q\ge\frac{\pi a^2n_b(0)}{1/\Delta s+Z},$$

which is the uniform-flux value. For a fully reactive disc, $\gamma=1$, with the other data of the example below, the true consumption is about 1.04 times this bound. A direct finite-volume solution in $(r,z)$ gives 1.043, and the mesh-converged value is 1.044.

**Q.** Is there a limit in which $Z$ can be found without Bessel functions?

**A.** There are two useful limits. For $a\ll H,\lambda$ and $s_0a\ll D$ the disc sees a half-space with a practically non-reacting floor. A uniform unit flux on a disc of radius $b$ produces at its rim the deficit

$$\frac1{2\pi D}\int_{-\pi/2}^{\pi/2}2b\cos\theta\,d\theta=\frac{2b}{\pi D}.$$

Build the disc ring by ring. This counts each pair of elements once, so the double integral over the disc is $2\int_0^a(2b/\pi D)\,2\pi b\,db=8a^3/(3D)$. Dividing by $\pi a^2$ gives $Z=8a/(3\pi D)$, or $ZD/a=0.849$. The first 20000 terms of the mode sum for $H=\lambda=100a$ give 0.844; the omitted terms add about 0.001.

The opposite limit is weak total loss, $\lambda\to\infty$ at fixed $H$. The small-argument forms of $I_1$ and $K_1$ give, for the lowest mode,

$$Z_0\simeq\frac{a^2}{2DH}\left[\ln\frac{2\lambda}{a}-\gamma_E+\frac14\right],$$

where $\gamma_E$ is Euler's constant. $Z$ grows without limit, so $Q/n_b(0)\to2\pi DH/\ln(\lambda/a)$, while $K_0(r/\lambda)\to\ln(\lambda/r)$. At fixed $r$ their product makes $\varepsilon\to1$, but only logarithmically, so even a very large $\lambda$ can leave $\varepsilon$ well below 1. For the disc, gap and diffusivity of the example below with non-reacting plates, $\lambda=10^4a$ gives $\varepsilon=0.36$ at $r=5a$, and $Q$ is only 0.43 of its leading-logarithm form. Without loss in the gas or on the plates, the patch therefore has no localized zone of influence; the chamber boundary must then set the answer.

**Q.** Give me a process, with numbers.

**A.** Take fluorine atoms in an SF₆ discharge above a masked wafer with one exposed silicon disc. Inputs are 0.1 Torr, 500 K, $H=2$ cm, $a=1$ cm, $k=100\ \mathrm{s^{-1}}$, $\gamma=0.05$ on silicon and $0.001$ on mask and ceiling. The kinetic inputs are rough. Hard-sphere theory with a collision diameter of 4 angstrom gives

$$D=\frac{3}{8n_g\sigma^2}\sqrt{\frac{k_BT}{2\pi m_r}}=2408\ \mathrm{cm^2/s},$$

where $n_g=1.931\times10^{15}\ \mathrm{cm^{-3}}$ is the gas density, $\sigma$ the collision diameter and $m_r$ the reduced mass of F and SF₆. With $\bar v=7.465\times10^4$ cm/s the loss speeds are 957 cm/s on silicon and 18.67 cm/s elsewhere. Both plates together remove atoms at $2(18.67)/2=18.67\ \mathrm{s^{-1}}$, so

$$\lambda=\sqrt{\frac{2408}{100+18.67}}=4.50\ \mathrm{cm}\quad(45\ \mathrm{mm}).$$

The feedback is $\Delta sZ=0.339$. The mean density on the disc is thus $1/1.3394=0.7466$ of the background, and

$$\frac{Q}{n_b(0)}=\pi(1)^2(957-18.67)(0.7466)\approx2201\ \mathrm{cm^3/s}.$$

The prefactor is $2201/(2\pi\cdot2408\cdot2)=0.0727$. At 5 cm, $K_0(5/4.504)=0.361$, so $\varepsilon=2.6\%$.

**Q.** How far in can I trust the single $K_0$?

**A.** Here are the flux losses in percent:

| $r$ (cm) | full sum | one $K_0$, shallow | finite volume |
|---|---|---|---|
| 1.5 | 10.98 | 9.29 | 11.00 |
| 3 | 5.18 | 5.07 | 5.18 |
| 5 | 2.63 | 2.62 | 2.63 |
| 8 | 1.10 | 1.09 | 1.10 |

The lowest mode is within 5% of the full sum beyond 2.28 cm from the centre. That is about one gap height here, where $a<H<\lambda$; a larger disc or a gap comparable with $\lambda$ moves it further out. The next mode decays over 0.63 cm. Wall loss need not be tiny for the full sum to work: with $\gamma=0.03$ on the floor, 0.02 on the ceiling and 0.08 on the disc, it agrees with the finite-volume profile within 0.31% at 1.5, 3 and 6 cm.

Height averaging also misjudges the consumption. The lowest mode supplies only 54% of $Z$; the rest is the resistance to atoms converging on the disc from above. Dropping it gives $Q/n_b(0)=2489\ \mathrm{cm^3/s}$, 13% above the uniform-flux value, although the distance dependence is still $K_0$.

**Q.** Would a real etcher behave like this?

**A.** The pressure and gap are plausible for a parallel-plate etcher. Many inductively coupled reactors have much taller chambers, which push the single-$K_0$ region outward. With the other data unchanged, the 5% radius is about 7 cm for $H=5$ cm and 20 cm for $H=10$ cm. The latter lies beyond a 300 mm wafer, so there the full sum is needed. The gas loss rate $k$ is only a rough input, and the linearity of that loss is the assumption most damaging among those sized here. If the loss is quadratic in fluorine density with the same background frequency, $k_2n_b=k$, then linearizing $k_2n^2$ gives $2k_2n_b\delta=2k\delta$. In this linearized estimate the loss at 5 cm falls from 2.63% to about 1.6%; keeping the full quadratic term gives 1.62%. The assumed inputs matter as much or more. With $k=50\ \mathrm{s^{-1}}$ the loss at 5 cm is 3.8%, with $\gamma=0.01$ on mask and ceiling it is 1.0%, and with $\gamma=0.01$ or 0.3 on silicon it is 0.6% or 7.4%. The 2.6% is therefore an illustration, not a prediction for a given reactor. Real wafers usually have other silicon openings too; these raise the average $s_0$ and shorten $\lambda$.

**Q.** And the other omissions?

**A.** Gas at 350 K, with pressure, $k$ and reaction probabilities held fixed, gives 2.26% at 5 cm. A reflecting side wall at 15 cm, with the disc central, raises the response at 5 cm by about 2%. A feed of 100 sccm spread evenly over the chamber dilutes the gas at $16.4\ \mathrm{s^{-1}}$, 14% of the 118.67 $\mathrm{s^{-1}}$ total loss rate. The outward flow speed $u$ at 5 cm gives $u\lambda/D=0.077$, so drift is weak beside diffusion, but it is of the same order as the dilution and carries the deficit outward. With the side wall at 15 cm and a radial flow uniform in height, dilution alone lowers the loss at 5 cm from 2.68% to 2.42%, and drift restores it to 2.59%. The mean free path is 0.097 cm, or 5% of $H$ and 10% of $a$; the resulting corrections to the diffusion picture near the disc are not calculated here.

Changes of the plasma caused by the patch are left out. So is ion-limited etching, in which the etch rate responds less than proportionally to neutral flux; there $\varepsilon$ remains a statement about supply, not about etch depth. The numerical output lists the remaining values.

## Numbers as computed

```
pressure: 0.1 Torr
gas temperature: 500 K
gap height H: 2 cm
disc radius a: 1 cm
chamber radius: 15 cm
reaction probability, mask and ceiling: 0.001
reaction probability, silicon disc: 0.05
gas loss rate k: 100 1/s
collision diameter: 4 angstrom
gas density: 1.931e+15 cm^-3
mean speed of F: 7.465e+04 cm/s
diffusivity D: 2408 cm^2/s
loss speed, mask and ceiling: 18.67 cm/s
loss speed, silicon disc: 957 cm/s
wall-loss number s0 H/D: 0.01551
total wall loss rate 2 s0/H: 18.67 1/s
screening length, shallow formula: 4.504 cm
screening length, exact lowest mode: 4.505 cm
decay length of next mode: 0.6294 cm
H times floor weight w0: 0.9948
excess loss speed times Z: 0.3394
share of lowest mode in Z: 0.543
mean density on disc / background: 0.7466
Q/n_b, closure: 2200.9 cm^3/s
Q/n_b, finite volume: 2202.8 cm^3/s
Q/n_b, lowest mode only in Z: 2489.1 cm^3/s
prefactor Q/(2 pi D H n_b): 0.07275
flux loss in percent: r (cm), full sum, K0 term, shallow, finite volume
  1.5  10.977  9.303  9.293  11.003
  3.0  5.175  5.080  5.074  5.181
  5.0  2.629  2.626  2.623  2.632
  8.0  1.095  1.095  1.094  1.097
K0 term within 5 percent of full sum beyond r: 2.28 cm
near-field test, response times 2 pi D r/Q at r=0.02 H: 1.008
shallow expansion, remainder ratio on halving: 7.916
tall gap, Z D/a: 0.8436
half-space value 8/(3 pi): 0.8488
strong wall loss, worst profile error: 0.31 percent
fully reactive disc, Q finite volume / Q closure: 1.043
mean free path: 0.09676 cm
mean free path / H: 0.04838
mean free path / a: 0.09676
side-wall factor at 5 cm, formula: 1.019
side-wall factor at 5 cm, finite volume: 1.018
gas feed: 100 sccm
dilution rate by feed: 16.4 1/s
flow number u lambda/D at 5 cm: 0.07671
flux loss at 5 cm, loss quadratic in F: 1.588 percent
cooler gas temperature: 350 K
diffusivity in cooler gas: 1410 cm^2/s
flux loss at 5 cm, cooler gas: 2.255 percent
```
